\section*{Luminescence Lineshape from the Spectral Density of Partial Huang–Rhys Factors}

\section{What dimensions and symmetry already fix}

A defect in an excited electronic state $e$ emits a photon and ends in the state $g$, with its atoms vibrating about a displaced equilibrium. Consider first fixed atoms. In lowest order the emission rate is quadratic in the transition dipole $\mu$. In Gaussian units $\mu^2$ has the dimension energy times length cubed. The other quantities available are $\hbar$, $c$ and the photon angular frequency $\omega$. Dividing by $\hbar$ removes the energy and leaves length cubed over time; dividing by $c^3$ removes the length and leaves time squared; three powers of $\omega$ then give a rate:
\begin{equation}
\Gamma=C\,\frac{|\mu|^2\omega^3}{\hbar c^3}.
\end{equation}
The number $C$, and its dependence on the refractive index $n_r$, need a calculation.

When the atoms can move, the photon energy is spread over a distribution $A(\omega)$ of unit area. A symmetry restricts it: reflecting a normal coordinate reverses its displacement $q_k$ but leaves a harmonic spectrum unchanged. For independent modes $A$ can therefore depend on the displacements through $q_k^2$ alone. The dimensionless measure is $\Omega_kq_k^2/\hbar$, with $\Omega_k$ the mode frequency and $q_k$ mass-weighted.

From here $\hbar=1$, $T$ denotes $k_BT$, and formulas are in Hartree atomic units. The example uses eV and meV.

\section{The prefactor}

Let the medium be transparent with constant $n_r$, and ignore the difference between the macroscopic and the local field. A photon mode of frequency $\omega$ in a volume $V$ has zero-point energy $\omega/2$, half of it electric:
\begin{equation}
\frac{n_r^2V}{8\pi}\langle E^2\rangle=\frac{\omega}{4}
\quad\Rightarrow\quad
\langle E^2\rangle=\frac{2\pi\omega}{n_r^2V}.
\end{equation}
Since the field creates one photon from the vacuum, $\langle E^2\rangle$ is also the squared matrix element between zero and one photon.

Take $\mu$ independent of the atomic positions (the Condon approximation). The vibrational part of the matrix element is then an overlap $\langle n|m\rangle$ between level $m$ of $e$ and level $n$ of $g$. Let $p_m$ be the initial populations. The golden rule gives
\begin{equation}
\Gamma=2\pi\sum_{\mathbf k\lambda}\frac{2\pi\omega_{\mathbf k}}{n_r^2V}
|\mathbf e_{\mathbf k\lambda}\!\cdot\!\boldsymbol\mu|^2
\sum_{mn}p_m|\langle n|m\rangle|^2
\delta(E_Z+\varepsilon_m-\varepsilon_n-\omega_{\mathbf k}).
\end{equation}
Vibrational energies $\varepsilon$ are counted from the lowest level of each state, so $E_Z$ is the zero-phonon energy.

The two polarizations are perpendicular to $\mathbf k$, so their sum is $|\mu|^2-|\hat{\mathbf k}\cdot\boldsymbol\mu|^2$. Its integral over directions is $4\pi(1-\tfrac13)|\mu|^2=\tfrac{8\pi}{3}|\mu|^2$. With $k=n_r\omega/c$, the mode sum is $V/(2\pi)^3$ times an integral over directions and over $k^2dk=n_r^3\omega^2d\omega/c^3$. Collecting factors,
\begin{equation}
\frac{4\pi^2\omega}{n_r^2}\,\frac{1}{8\pi^3}\,
\frac{n_r^3\omega^2}{c^3}\,\frac{8\pi}{3}|\mu|^2
=\frac{4n_r\omega^3|\mu|^2}{3c^3},
\end{equation}
and hence
\begin{align}
\frac{d\Gamma}{d\omega}&=\frac{4n_r|\mu|^2}{3c^3}\,\omega^3A(\omega),
\label{rate}\\
A(\omega)&=\sum_{mn}p_m|\langle n|m\rangle|^2
\delta(\omega-E_Z-\varepsilon_m+\varepsilon_n).\label{Adef}
\end{align}
The dimensional argument is confirmed, with $C=4n_r/3$. The cube contains the frequency of the photon actually emitted, so it must stay inside the spectrum.

Equation (\ref{rate}) counts photons per unit frequency. Radiated power has one more factor $\omega$. Per unit vacuum wavelength, the Jacobian $|d\omega/d\lambda|=\omega^2/(2\pi c)$ enters as well.

\section{One mode at zero temperature}

Let one mode have the same frequency $\Omega$ in both states. Measure its mass-weighted coordinate $Q$ from the minimum of $e$, and put the minimum of $g$ at $Q=-q$. With $Q=(a+a^\dagger)/\sqrt{2\Omega}$, the shift $Q\to Q+q$ is $a\to a+s$ with $s=q\sqrt{\Omega/2}$. Without the zero-point energies, which are equal and cancel in $E_Z$,
\begin{equation}
h_e=\Omega a^\dagger a,\qquad h_g=\Omega(a^\dagger+s)(a+s),\qquad
S\equiv s^2=\tfrac12\Omega q^2 .
\end{equation}
$S$ is the Huang--Rhys factor of the mode.

At $T=0$ emission starts from $|0_e\rangle$, where $a|0_e\rangle=0$. The lowering operator of the final oscillator is $b=a+s$, so $b|0_e\rangle=s|0_e\rangle$. Expand $|0_e\rangle=\sum_nc_n|n_g\rangle$. Comparing coefficients gives $\sqrt{n+1}\,c_{n+1}=sc_n$, thus $c_n=c_0s^n/\sqrt{n!}$, and normalization gives $c_0^2=e^{-S}$. The line weights are Poissonian:
\begin{equation}
A(\omega)=\sum_{n=0}^\infty e^{-S}\frac{S^n}{n!}\,\delta(\omega-E_Z+n\Omega).
\end{equation}
Each phonon left behind lowers the photon energy by $\Omega$. Now define a generating function $G$ by
\begin{equation}
A(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i(\omega-E_Z)t}G(t).
\label{FT}
\end{equation}
A line at $\omega=E_Z-n\Omega$ corresponds to $e^{in\Omega t}$ in $G$, so
\begin{equation}
G(t)=e^{-S}\sum_n\frac{(Se^{i\Omega t})^n}{n!}
=\exp[S(e^{i\Omega t}-1)].\label{Gzero}
\end{equation}

For $S\to0$ one line remains, at $E_Z$. In general the mean phonon number is $S$, so the mean photon energy is $E_Z-S\Omega=E_Z-\tfrac12\Omega^2q^2$. This is the vertical transition energy at the minimum of $e$, as a classical picture requires.

\section{One mode at finite temperature}

Assume that the vibrations reach equilibrium in $e$ before emission. Writing the delta function in (\ref{Adef}) as a time integral and comparing with (\ref{FT}),
\begin{equation}
G(t)=\sum_{mn}p_m|\langle n|m\rangle|^2e^{-i\varepsilon_mt}e^{i\varepsilon_nt}
=\mathrm{Tr}\big[\rho_e\,e^{-ih_et}e^{ih_gt}\big].\label{trace}
\end{equation}
Define $D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)$ and $D=D(s)$. The derivative of $D^\dagger aD$ with respect to $s$ is $D^\dagger[a,a^\dagger-a]D=1$, so $D^\dagger aD=a+s$ and $h_g=D^\dagger h_eD$. Therefore
\begin{equation}
e^{-ih_et}e^{ih_gt}=\big(e^{-ih_et}D^\dagger e^{ih_et}\big)D .
\end{equation}
Because $[a^\dagger a,a]=-a$, the evolution in the bracket turns $a$ into $ae^{i\Omega t}$. The bracket is thus $D(\alpha)$ with $\alpha=-se^{-i\Omega t}$.

The exponents of $D(\alpha)$ and $D(\beta)$ have the number $\alpha\beta^*-\alpha^*\beta$ as commutator, so $D(\alpha)D(\beta)=D(\alpha+\beta)\,e^{(\alpha\beta^*-\alpha^*\beta)/2}$. For $\beta=s$,
\begin{align}
\tfrac12(\alpha\beta^*-\alpha^*\beta)
&=\tfrac S2(e^{i\Omega t}-e^{-i\Omega t})=iS\sin\Omega t,\\
|\alpha+\beta|^2&=S|1-e^{-i\Omega t}|^2=2S(1-\cos\Omega t).
\end{align}

What remains is the thermal average of $D(\gamma)$, $\gamma=\alpha+\beta$. Normal ordering gives $D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma a^\dagger}e^{-\gamma^*a}$. Since $\rho_e$ is diagonal, equal powers of $a^\dagger$ and $a$ survive. With $z=e^{-\Omega/T}$ and $\bar n=z/(1-z)$,
\begin{equation}
\langle a^{\dagger j}a^j\rangle=(1-z)\sum_{m\ge j}\frac{m!}{(m-j)!}z^m
=(1-z)\frac{j!\,z^j}{(1-z)^{j+1}}=j!\,\bar n^j .
\end{equation}
Hence
\begin{equation}
\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_j\frac{(-|\gamma|^2)^j}{(j!)^2}\,j!\,\bar n^j
=e^{-|\gamma|^2(\bar n+1/2)} .
\end{equation}
Combining the phase and the average,
\begin{align}
\ln G(t)&=-S(2\bar n+1)(1-\cos\Omega t)+iS\sin\Omega t\nonumber\\
&=S\big[(\bar n+1)(e^{i\Omega t}-1)+\bar n(e^{-i\Omega t}-1)\big].\label{one}
\end{align}
The second line follows from $e^{\pm i\Omega t}=\cos\Omega t\pm i\sin\Omega t$. For $\bar n\to0$ it returns (\ref{Gzero}). At finite temperature the line weights are those of the difference of two independent Poisson variables: energy given to the lattice, with mean count $S(\bar n+1)$, and energy taken from it, with mean count $S\bar n$.

\section{Many modes}

Let both potential surfaces be harmonic with the same force constants, and let $\Delta\mathbf R_a$ be the displacement of atom $a$, of mass $m_a$, between the two equilibria. In real, orthonormal normal modes $\mathbf e_{k,a}$ the displacement has the components
\begin{equation}
q_k=\sum_a\sqrt{m_a}\,\Delta\mathbf R_a\cdot\mathbf e_{k,a},\qquad
S_k=\tfrac12\Omega_kq_k^2 .
\end{equation}
Equal force constants make the same coordinates separate $h_e$ and $h_g$. The trace (\ref{trace}) is then a product over modes, and the logarithms (\ref{one}) add. With the spectral density
\begin{equation}
S(\varepsilon)=\sum_kS_k\,\delta(\varepsilon-\Omega_k)
\end{equation}
and the Bose function $n(\varepsilon)=1/(e^{\varepsilon/T}-1)$, the sum becomes
\begin{align}
\ln G(t)&=\phi(t)-\phi(0),\\
\phi(t)&=\int_0^\infty d\varepsilon\,S(\varepsilon)
\big\{[n(\varepsilon)+1]e^{i\varepsilon t}+n(\varepsilon)e^{-i\varepsilon t}\big\}.
\label{phi}
\end{align}
Equations (\ref{rate}), (\ref{FT}) and (\ref{phi}) are the lineshape. The vibrational input is the one function $S(\varepsilon)$.

The projection and the trace formula were tested together on two coupled Cartesian coordinates with unequal masses, by diagonalizing both Hamiltonians without using normal modes. The partial factors were 0.45 and 0.24. At three times, the trace and the formula for $G(t)$, a function with $G(0)=1$, differed by less than $10^{-11}$.

If the frequencies differ between the states, $h_g$ is no longer a displaced copy of $h_e$ and (\ref{one}) fails; if the modes also mix, the separation with common coordinates fails too. In either case (\ref{phi}) no longer holds. Anharmonicity, a dipole that varies with the coordinates, and vibronic mixing of electronic states also lie outside it.

\section{Continuous spectrum and the zero-phonon line}

For a smooth $S(\varepsilon)$ with finite $\phi(0)$, the oscillating integral $\phi(t)$ vanishes at long times. $G$ then tends to a constant, which gives a sharp line at $E_Z$ of weight
\begin{equation}
w=e^{-\phi(0)}=\exp\Big[-\int_0^\infty d\varepsilon\,S(\varepsilon)
\coth\frac{\varepsilon}{2T}\Big],\label{w}
\end{equation}
because $2n+1=\coth(\varepsilon/2T)$. Heating increases the exponent and weakens the line.

Let $S\propto\varepsilon^p$ at small $\varepsilon$. There $\coth(\varepsilon/2T)\simeq2T/\varepsilon$, so at $T>0$ the integral converges for $p>0$. At $T=0$ the hyperbolic cotangent is one and $p>-1$ suffices. Outside these ranges $w=0$.

Write $x=\omega-E_Z$ and subtract the constant from $G$. The sideband is
\begin{equation}
B(x)=\frac{w}{2\pi}\int dt\,e^{ixt}\big[e^{\phi(t)}-1\big]
=w\Big[g+\frac{g*g}{2!}+\frac{g*g*g}{3!}+\dots\Big](x),\label{side}
\end{equation}
where $*$ is convolution and $g$, the transform of $\phi$, is the two-sided one-phonon function
\begin{equation}
g(x)=\begin{cases}S(|x|)\,[n(|x|)+1],&x<0,\\ S(x)\,n(x),&x>0.\end{cases}
\end{equation}
The $j$-th term involves $j$ phonon events. Its area is $\phi(0)^j/j!$, so the first term carries most of the sideband when $\phi(0)\ll1$; at high temperature this demands more than a small $\int d\varepsilon\,S(\varepsilon)$. Under that condition, at $T=0$, the sideband is approximately a mirror image of $S(\varepsilon)$ on the low-energy side. Beyond the highest phonon energy only the higher terms contribute.

On a computer one transforms $g$ to $\phi$, exponentiates, and transforms back. The energy grid must contain the whole spectrum, since its ends are joined periodically. If $S\simeq a\varepsilon$ at small $\varepsilon$, the grid value at $x=0$ for $T>0$ is the common limit $g(0)=aT$.

A finite supercell has discrete modes, so its $G(t)$ does not decay and $A$ is a set of lines. Two ways to smooth it are considered here. A factor $e^{-\sigma^2t^2/2}$ in $G$ gives every line the standard deviation $\sigma$. Replacing each delta function in $S(\varepsilon)$ by a Gaussian of width $\sigma\ll\Omega_k$, with its negligible tail at $\varepsilon\to0$ dropped so that (\ref{w}) converges, leaves the zero-phonon line sharp and, at $T=0$, gives the $j$-phonon lines the width $\sqrt j\,\sigma$, because variances add under convolution. Either width is an added choice. Neither supplies the long-wavelength modes absent from the cell.

\section{Limits that a spectrum of this model must meet}

\subsection{Moments}
Inverting (\ref{FT}) gives $G(t)=\int dx\,A\,e^{-ixt}$, so the coefficients of $(-it)^j/j!$ in $\ln G$ are the cumulants $\kappa_j$ of $x$. Expanding the exponentials in (\ref{phi}),
\begin{equation}
\kappa_j=\int_0^\infty d\varepsilon\,S(\varepsilon)\,
\varepsilon^j\big[(-1)^j(n+1)+n\big].
\end{equation}
For odd $j$ the occupation cancels; for even $j$ it adds to $2n+1$. Thus
\begin{align}
\bar\omega&=E_Z-\int\!d\varepsilon\,\varepsilon S(\varepsilon),&
\sigma_A^2&=\int\!d\varepsilon\,\varepsilon^2S(\varepsilon)\coth\frac{\varepsilon}{2T},\\
\kappa_3&=-\int\!d\varepsilon\,\varepsilon^3S(\varepsilon),&
\kappa_4&=\int\!d\varepsilon\,\varepsilon^4S(\varepsilon)\coth\frac{\varepsilon}{2T}.
\end{align}
In this model the mean of $A$ does not move with temperature. The integral in $\bar\omega$ is the relaxation energy.

\subsection{Detailed balance}
For $x>0$, $n/(n+1)=e^{-x/T}$, so $g(x)=e^{-x/T}g(-x)$. In a convolution the exponents of the factors add up to the total $x$, so each term of (\ref{side}) has the same property, and
\begin{equation}
A(E_Z+x)=e^{-x/T}A(E_Z-x).\label{balance}
\end{equation}
A symmetric broadening function does not have this property. The factor $e^{-\sigma^2t^2/2}$ in $G$ therefore violates (\ref{balance}); the broadened zero-phonon line, for instance, is symmetric. Smoothing $S(\varepsilon)$ instead preserves (\ref{balance}), since the argument above holds for any $S(\varepsilon)$.

\section{What the cube does to the spectrum}

Equation (\ref{rate}) holds for $\omega>0$. When the part of $A$ at $\omega\le0$ contributes negligibly to the averages of $\omega^3$ and $\omega^4$, as it does if the relaxation energy, the width and the phonon energies are all small compared with $E_Z$, the averages may be taken over all of $A$, and integrating (\ref{rate}) gives the total radiative rate
\begin{equation}
\Gamma=\frac{4n_r|\mu|^2}{3c^3}\langle\omega^3\rangle_A,\qquad
\langle\omega^3\rangle_A=\bar\omega^3+3\bar\omega\sigma_A^2+\kappa_3 .
\end{equation}
The normalized photon spectrum is $L(\omega)=\omega^3A(\omega)/\langle\omega^3\rangle_A$, and its mean is $\langle\omega^4\rangle_A/\langle\omega^3\rangle_A$. Expanding about $\bar\omega$, the fourth central moment being $\kappa_4+3\sigma_A^4$,
\begin{equation}
\langle\omega^4\rangle_A=\bar\omega^4+6\bar\omega^2\sigma_A^2
+4\bar\omega\kappa_3+\kappa_4+3\sigma_A^4 .
\end{equation}
Subtracting $\bar\omega\langle\omega^3\rangle_A$ and dividing by $\langle\omega^3\rangle_A$,
\begin{equation}
\bar\omega_L-\bar\omega=
\frac{3\bar\omega^2\sigma_A^2+3\bar\omega\kappa_3+\kappa_4+3\sigma_A^4}
{\langle\omega^3\rangle_A}\simeq\frac{3\sigma_A^2}{\bar\omega}.\label{shift}
\end{equation}
The last form holds when both the width $\sigma_A$ and the phonon energies are small compared with $\bar\omega$. In that limit the shift grows with temperature, through $\sigma_A^2$, although $\bar\omega$ is fixed.

The fraction of photons in the zero-phonon line is
\begin{equation}
w_L=w\,E_Z^3/\langle\omega^3\rangle_A,
\end{equation}
which exceeds $w$ when $\langle\omega^3\rangle_A<E_Z^3$. To obtain $w$ from photon counts within this model, the spectrum must first be divided by $\omega^3$. The power rests on $\mu$ being independent of the coordinates. If instead the momentum matrix element is nearly constant, $\mu$ varies as the inverse of the vertical gap, the photon spectrum is close to $\omega A(\omega)$, and division by $\omega^3$ underestimates $w$.

\section{A worked model}

Take $E_Z=2$ eV, $|\mu|=1$ a.u., $n_r=2$ and
\begin{equation}
S(\varepsilon)=\frac{6\varepsilon}{\varepsilon_m^2}
\Big(1-\frac{\varepsilon^2}{\varepsilon_m^2}\Big)^2\theta(\varepsilon_m-\varepsilon)
+\frac{2}{\sqrt{2\pi}\,\Delta}\,e^{-(\varepsilon-\varepsilon_0)^2/2\Delta^2},
\end{equation}
with $\varepsilon_m=80$, $\varepsilon_0=65$ and $\Delta=4$ meV. The first term is a phonon band of weight 1, since $u=\varepsilon^2/\varepsilon_m^2$ turns its integral into $3\int_0^1(1-u)^2du=1$. The second is a quasi-local peak of weight 2; its tail at $\varepsilon\to0$, $e^{-132}$ of its height, is taken as zero, so that $S\propto\varepsilon$ there.

The band contributes $6\varepsilon_m(\tfrac13-\tfrac25+\tfrac17)=36.6$ meV to the relaxation energy and the peak $2\times65=130$ meV, together 166.6 meV. Hence $\bar\omega=1.833$ eV at all temperatures. At $T=0$, $w=e^{-3}=4.98\%$. The program gives
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $w$ (\%) & $w_L$ (\%) & $\sigma_A$ (meV) & $\bar\omega_L$ (eV)\\
0 & 4.98 & 6.41 & 100.4 & 1.849\\
100 & 4.02 & 5.18 & 100.7 & 1.849\\
300 & 0.96 & 1.23 & 111.0 & 1.853
\end{tabular}
\end{center}

At $T=0$ the estimate in (\ref{shift}) is $3\times100.4^2/1833=16.5$ meV, against 15.85 meV from the full expression. For the zero-phonon line, neglecting $\kappa_3$,
\begin{equation}
\frac{w_L}{w}\simeq\frac{(2/1.8334)^3}{1+3(0.1004/1.8334)^2}
=\frac{1.298}{1.009}=1.29,
\end{equation}
which takes 4.98\% to 6.41\%. Reading $w$ directly from photon counts would overestimate it by 29\% of its value here.

The radiative rate at $T=0$ is $3.198\times10^{-10}$ a.u., a lifetime of 75.6 ns. At 300 K the lifetime is 75.5 ns. The change is small because temperature enters $\langle\omega^3\rangle_A$ through $3\sigma_A^2/\bar\omega^2$, which rises from 0.009 to 0.011. Nonradiative decay is not included.

At 65 meV below $E_Z$ and $T=0$, the one-phonon term of (\ref{side}) is $wS(65\ \mathrm{meV})=0.0498\times(0.1995+0.0070)$ meV$^{-1}=10.3$ eV$^{-1}$. The full sideband is 10.9 eV$^{-1}$, so the higher terms supply about 0.6 eV$^{-1}$. At 300 K the value falls to 4.7 eV$^{-1}$, and 4.5\% of $A$ lies above $E_Z$.

Detailed balance can be read off at 300 K, where $T=25.9$ meV. The values of $A$ at 2.065 and 1.935 eV are 0.381 and 4.704 eV$^{-1}$, with ratio 0.081, equal to $e^{-65/25.9}$. The same ratio in $L$ is $0.538/5.470=0.098$, larger by $(2.065/1.935)^3=1.22$. A temperature inferred from sideband ratios therefore also requires removal of the cube. The inference further relies on (\ref{balance}), which needs equal frequencies in the two states: for a displaced mode with $\Omega_e\ne\Omega_g$, the weight ratio of the $1\to0$ and $0\to1$ lines is $e^{-\Omega_e/T}$ times $\Omega_g/\Omega_e$.

As a numerical check of the many-mode formula, $S(\varepsilon)$ was sampled at 20 modes and the thermal Franck--Condon weights were summed and convolved explicitly at 300 K. With 10 meV Gaussian broadening on both sides, the largest deviation from the generating-function lineshape of the continuous $S(\varepsilon)$ was $1.4\times10^{-5}$ of the peak height.

\section*{Numbers as computed}
\begin{verbatim}
Zero-phonon energy: 2.000 eV; dipole 1.0 a.u.; refractive index 2.0
Band: weight 1.0, upper edge 80 meV
Quasi-local peak: weight 2.0, centre 65 meV, width (std) 4 meV
Total Huang-Rhys factor: 3.0000
Relaxation energy: 166.57 meV
T = 0 K: kT = 0.000 meV
  thermal exponent Int S coth: 3.0000
  zero-phonon weight in A: 4.979 %
  zero-phonon fraction of photon counts: 6.406 %
  mean of A: 1.8334 eV
  standard deviation of A: 100.41 meV
  mean photon energy of L: 1.8493 eV
  upward shift by the cube: 15.85 meV; estimate 3 var/mean: 16.50 meV
  anti-Stokes part of A: 0.000 %
  radiative rate: 3.1978e-10 a.u.; lifetime: 75.64 ns
T = 100 K: kT = 8.617 meV
  thermal exponent Int S coth: 3.2127
  zero-phonon weight in A: 4.025 %
  zero-phonon fraction of photon counts: 5.178 %
  mean of A: 1.8334 eV
  standard deviation of A: 100.68 meV
  mean photon energy of L: 1.8494 eV
  upward shift by the cube: 15.93 meV; estimate 3 var/mean: 16.59 meV
  anti-Stokes part of A: 0.530 %
  radiative rate: 3.1979e-10 a.u.; lifetime: 75.64 ns
T = 300 K: kT = 25.852 meV
  thermal exponent Int S coth: 4.6502
  zero-phonon weight in A: 0.956 %
  zero-phonon fraction of photon counts: 1.228 %
  mean of A: 1.8334 eV
  standard deviation of A: 111.04 meV
  mean photon energy of L: 1.8529 eV
  upward shift by the cube: 19.48 meV; estimate 3 var/mean: 20.17 meV
  anti-Stokes part of A: 4.469 %
  radiative rate: 3.2042e-10 a.u.; lifetime: 75.49 ns
Sideband without zero-phonon line, in 1/eV:
  photon energy (eV) | A 0 K | L 0 K | A 300 K | L 300 K
  2.065 | 0.0000 | 0.0000 | 0.3806 | 0.5380
  2.000 | 0.0000 | 0.0000 | 1.3092 | 1.6810
  1.965 | 1.1937 | 1.4566 | 1.8121 | 2.2069
  1.935 | 10.8603 | 12.6546 | 4.7040 | 5.4703
  1.870 | 8.9274 | 9.3888 | 4.9428 | 5.1880
  1.805 | 5.8412 | 5.5246 | 3.9375 | 3.7167
  1.740 | 3.1005 | 2.6269 | 2.4742 | 2.0921
  1.610 | 0.5204 | 0.3493 | 0.5521 | 0.3698
Photon-mode count / formula: 1.0018, 0.9983
Two-mode test: frequencies 0.8474, 1.2577 a.u.; S 0.4489, 0.2362
Two-mode test: largest error of G(t): 5.4e-12
20-mode sum, 300 K, broadening 10 meV: largest error / peak: 1.4e-05
Line ratio at +65 and -65 meV, 300 K: 0.08092; Boltzmann factor: 0.08092
\end{verbatim}
